# Ideal edge-dislocation spacing at a silicide/Si(001) interface with 1.2 percent misfit

**Question**

I have an exercise about an epitaxial silicide on Si(001). The silicon repeat along the interface is 0.384 nm and the misfit is 1.2 percent. I am asked to calculate the ideal edge-dislocation spacing and show that it is near 32 nm.

Dividing 0.384 nm by 0.012 gives the requested number, but I cannot justify the division. Why does the silicon repeat appear rather than the film repeat? Does it matter which lattice the misfit is referred to? And if the film is real CoSi2, about 20 nm thick, should I expect to find this spacing?

**Answer**

The division follows from counting atomic rows, provided that the misfit is referred to the film. The word "ideal" then carries several physical assumptions, and for a 20 nm film some of them matter a good deal.

**Setting up the count**

Let $s$ be the silicon repeat along one interface direction and $d$ the repeat that the film would have if it were free of stress. CoSi2 has the smaller lattice, so $d<s$. I define the misfit as a positive number,

$$
f=\frac{s-d}{d}.
$$

This is the tensile strain of a coherent film, one stretched until its rows match those of silicon.

Now let the film relax completely to its own repeat $d$, on unstrained silicon. Start where a film row sits above a silicon row. The denser film rows gradually run out of step, and registry returns when the film has gained one whole row. If this takes $n$ silicon repeats, the distance is

$$
D=ns=(n+1)d .
$$

Collecting the terms in $n$ gives $n(s-d)=d$, so

$$
n=\frac{d}{s-d},\qquad D=ns=\frac{sd}{s-d}.
$$

The fraction $d/(s-d)$ is $1/f$ by the definition above. Therefore

$$
D=\frac{s}{f}.
$$

Here one row stands for one repeat, which in CoSi2 contains two atomic planes. Each extra film row therefore marks two extra half planes of film atoms, which end together at the interface. They belong to one edge dislocation whose line runs along the interface. Its Burgers vector also lies in the interface, perpendicular to the line, and its length, measured in the silicon lattice, is one silicon repeat, $b=s$. Hence $D=b/f$, and

$$
D=\frac{0.384\ \text{nm}}{0.012}=32.0\ \text{nm}=320\ \text{angstrom}.
$$

The film repeat is $d=0.384/1.012=0.3794$ nm. One spacing contains on average 83.33 silicon repeats and 84.33 film repeats. Since these are not whole numbers, $D$ is a mean. When each film row is assigned to its nearest silicon row, the extra rows are separated by 83 or 84 silicon repeats, or 31.87 and 32.26 nm. A mean of 83.33 requires two gaps of 83 for each gap of 84. Matching 200,000 film rows in this way gives a mean spacing of 32.000 nm.

**If the misfit is referred to silicon**

Suppose that the quoted 1.2 percent means $f_s=(s-d)/s$ instead. Then $d=s(1-f_s)$ and $s-d=sf_s$, so the same row count gives

$$
D=\frac{sd}{s-d}=\frac{s\,s(1-f_s)}{s f_s}
=\frac{s(1-f_s)}{f_s}
=\frac{0.384\times0.988}{0.012}\ \text{nm}=31.6\ \text{nm}.
$$

Since $s(1-f_s)=d$, this is $D=d/f_s$: the silicon repeat goes with the misfit referred to the film, and the film repeat with the misfit referred to silicon. The value is 1.2 percent below the first answer, so "near 32 nm" covers both conventions. The accuracy of the misfit matters more: with $b$ fixed, 1.1 percent gives 34.9 nm and 1.3 percent gives 29.5 nm. As $f$ tends to zero, $D$ grows without limit, because matched lattices need no misfit dislocations.

**Why the dislocations remove the strain**

Let a film on rigid silicon have one extra row per distance $D$, but let it keep some mean tensile strain $e$. A long length $L$ contains $L/s$ silicon rows and $L/s+L/D$ film rows. The mean film repeat is therefore

$$
\bar d=\frac{L}{L/s+L/D}=\frac{s}{1+s/D}.
$$

By the definition of strain, $\bar d=d(1+e)$. By the definition of misfit, $s=d(1+f)$. Inserting both and cancelling $d$ gives

$$
1+e=\frac{1+f}{1+s/D}
\quad\Longrightarrow\quad
\frac{s}{D}=\frac{1+f}{1+e}-1=\frac{f-e}{1+e}.
$$

For small strains the denominator may be replaced by 1, and with $b=s$

$$
e\simeq f-\frac{b}{D}.
$$

Each array thus lowers the mean tension by $b/D$. Without dislocations $e=f$; at $D=b/f$ the mean tension vanishes.

One array relieves strain along its Burgers vector and leaves the in-plane film repeat along the dislocation lines unchanged. The square net of Si(001) has the same misfit in both directions, so full relaxation needs two perpendicular arrays, each with spacing $D$.

The cancellation concerns the mean strain. I also summed the elastic fields of a long array with $D=32$ nm, using an infinite isotropic medium with Poisson ratio 0.28. Between heights $+3D$ and $-3D$ the parallel strain differs by 1.2000 percent, which is the required $b/D$. Between $+D/2$ and $-D/2$, however, the difference is 1.061 percent on the vertical line through a dislocation and 1.308 percent midway between two dislocations. The strain is still uneven 16 nm from the interface. This model has no free surface, so it does not give the strain profile of a 20 nm film, but it does show that the range of the uneven field is comparable with the film thickness.

**Is a 20 nm film fully relaxed?**

Dislocations cost energy, so a thin film in equilibrium keeps some tension. To estimate it, take film and silicon to have the same shear modulus $\mu$ and Poisson ratio $\nu$, and treat both as isotropic.

The top surface is free, so the stress normal to the film is zero. With equal in-plane stresses $\sigma$, Hooke's law reads $e=(\sigma-\nu\sigma)/E$, where $E=2\mu(1+\nu)$. Thus

$$
\sigma=Me,\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.
$$

Two in-plane directions each contribute $\sigma e/2$ to the energy density. A film of thickness $h$ therefore stores $Mhe^2$ per unit area.

For the line energy, start from the standard shear stress of an edge dislocation on its slip plane, $\mu b/[2\pi(1-\nu)x]$ at distance $x$. Creating the dislocation means displacing the two sides of a cut by $b$ against a stress that grows linearly from zero, which gives a factor $1/2$. Between an inner radius $b$ and an outer radius $R$, the work per unit length is

$$
\frac12\int_b^R \frac{\mu b^2}{2\pi(1-\nu)x}\,dx
=\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac{R}{b}.
$$

The core is not described by linear elasticity. I represent it by adding 1 to the logarithm, which is a model choice:

$$
T=\frac{\mu b^2}{4\pi(1-\nu)}\left[\ln\frac{R}{b}+1\right].
$$

Each array has line length $1/D$ per unit area. With $q=b/D$, the total energy of film and two arrays is

$$
W=Mh(f-q)^2+\frac{2Tq}{b}.
$$

Holding $R$ fixed and setting the derivative to zero gives

$$
-2Mh(f-q)+\frac{2T}{b}=0
\quad\Longrightarrow\quad
e=f-q=\frac{T}{Mhb}.
$$

After inserting $T$ and $M$, the factors $\mu$ and $1-\nu$ cancel:

$$
e=\frac{b\,[\ln(R/b)+1]}{8\pi(1+\nu)h}.
$$

This applies if the result is smaller than $f$. Otherwise the minimum is at $q=0$, and the film stays coherent. Setting $R=h$ and $e=f$ gives an estimated critical thickness of about 3 nm. That is less than six cubic cells of silicon, so a continuum estimate is rough there.

For $h=20$ nm, $\nu=0.28$ and $R=h$,

$$
e=\frac{0.384\,[\ln(20/0.384)+1]}{8\pi\times1.28\times20}
=0.00296 .
$$

The spacing becomes $0.384/(0.012-0.00296)=42.5$ nm. Neighbouring dislocations may screen one another's fields at a shorter distance. Taking $R=32/(2\pi)=5.09$ nm instead gives $e=0.00214$ and $D=38.9$ nm. These values show the sensitivity to $R$; they are not bounds. Both hold $R$ fixed. If $R=D/(2\pi)=b/(2\pi q)$ varies with $q$, differentiating $qT$ removes the added 1, so $e=b\ln[D/(2\pi b)]/[8\pi(1+\nu)h]$. Solved together with $D=b/(f-e)$, this gives $e=0.00163$ and $D=37.0$ nm, below both values. At fixed $R$, $e$ falls as $1/h$, so the ideal spacing is the thick-film limit of this estimate.

**If the Burgers vector is different**

Only the component of the Burgers vector that lies in the interface and is perpendicular to the line relieves misfit. Call it $b_\perp$. Full relaxation then requires $b_\perp/D=f$.

Take a line along $[1\bar10]$. The unit vector across it in the interface is $[110]/\sqrt2$, and the cubic lattice parameter is $a=\sqrt2\,s$. For a Burgers vector $(a/2)[101]$, which makes an angle of 60 degrees with the line,

$$
b_\perp=\frac a2\,\frac{1}{\sqrt2}=\frac{a}{2\sqrt2}=\frac s2 .
$$

For $(a/4)[111]$,

$$
b_\perp=\frac a4\,\frac{2}{\sqrt2}=\frac{a}{2\sqrt2}=\frac s2 .
$$

Both components are 0.192 nm, and the ideal spacing is halved to 16.0 nm. The second vector joins the two sublattices of silicon and is not a lattice translation, so it needs an interface step that exchanges them.

**If the network forms while hot**

The silicon repeat and misfit used above are rough values for CoSi2 on Si(001). The Poisson ratio 0.28 is that of silicon; CoSi2 has a larger one, roughly 0.32 to 0.38, and $\nu=0.38$ would change the 42.5 nm estimate only to 41.5 nm. The ideal result assumes full relaxation at room temperature. Suppose instead that the network forms 600 K above room temperature and then freezes. With rough mean expansion coefficients of 10 ppm/K for the film and 3.5 ppm/K for silicon, the misfit at formation is, to first order,

$$
f_{\text{hot}}\simeq0.012-(10-3.5)\times10^{-6}\times600=0.0081 .
$$

The film expands more than silicon on heating, so its smaller lattice partly catches up. Matching the rows of the two expanded lattices, then cooling the network with the silicon, gives a spacing of 47.5 nm, about 1.5 times the ideal value. Cooling also leaves about 0.39 percent of added tension. This case assumes full relaxation when hot; any tension remaining at that stage would widen the spacing further.

So 32 nm is the right answer to the exercise, but not a prediction for every CoSi2 film. Incomplete relaxation and freezing at high temperature widen the network, while Burgers vectors with a smaller useful component narrow the fully relaxed network. In a partly relaxed film this last rule can fail: a 60 degree line costs more energy per unit of relieved misfit and leaves more tension, so in the estimate above with $R=h$ and a film of 10 nm its spacing is 76 nm, against 56 nm for edge lines. Slow dislocation formation can leave more tension than the equilibrium estimate, and elastic anisotropy would change that estimate by an amount not calculated here. Most of the values used above are collected in the numerical output below.

## Calculated quantities

```
Silicon interface repeat and Burgers length: 0.384 nm
Misfit referred to film: 1.20 percent
Natural film repeat: 0.37945 nm
Ideal edge spacing: 32.00 nm = 320.0 angstrom
Spacing from row matching: 32.000 nm
Mean silicon repeats per spacing: 83.33
Mean film repeats per spacing: 84.33
Individual gaps: 83 and 84 silicon repeats
Individual gaps: 31.87 and 32.26 nm
Film repeat if misfit is referred to Si: 0.37939 nm
Spacing if misfit is referred to Si: 31.62 nm
Spacing for misfit 1.1 percent: 34.9 nm
Spacing for misfit 1.3 percent: 29.5 nm
Far strain jump from summed fields: 1.2000 percent
Jump at heights +/-D/2, over a line: 1.061 percent
Same heights, between lines: 1.308 percent
Poisson ratio: 0.28 (dimensionless)
Film thickness: 20.0 nm
Estimated critical thickness: 3.06 nm
Outer radius 20.00 nm: residual 0.296 percent
  Partially relaxed spacing: 42.5 nm
Outer radius 5.09 nm: residual 0.214 percent
  Partially relaxed spacing: 38.9 nm
Mixed-line angle: 60.0 degrees
Mixed-line misfit-relieving component: 0.192 nm
(a/4)[111] misfit-relieving component: 0.192 nm
Ideal spacing for either component: 16.0 nm
Film thermal expansion: 10.0 ppm/K
Silicon thermal expansion: 3.5 ppm/K
Formation temperature above room: 600 K
Misfit at formation, first order: 0.81 percent
Thermal tension after cooling: 0.39 percent
Frozen network spacing after cooling: 47.5 nm
```
